\section*{Helium 2s2p ¹P: Lifetime, Fano Extrema and Gaussian Instrument Broadening}

\section*{Problem}

Photoabsorption from the helium ground state shows the autoionizing resonance $2s2p\,{}^1P$. Its total width is about 37 meV and its asymmetry parameter about $-2.8$. As model inputs, take $\Gamma=37$ meV and $q=-2.77$ exactly; the digits quoted below refer to these inputs. Energies are measured from the resonance energy $E_r$, through $x=E-E_r$ in meV or the reduced energy $\varepsilon=2(E-E_r)/\Gamma$. Derivations use $\hbar=1$.

The model is one discrete state $|d\rangle$ coupled to one continuum of energy-normalized states $|E\rangle$ by a real, constant matrix element $V>0$. The transition amplitudes from the ground state, $\mu_d$ and $\mu_E$, are real and constant too, and
\begin{equation}
q=\frac{\mu_d}{\pi V\mu_E}.
\end{equation}
One continuum suffices in $LS$ coupling: below the $N=2$ threshold the ion must be left in $1s$, and a ${}^1P$ final state then requires a $p$ electron. Radiative decay and other resonances are neglected.

\begin{enumerate}
\item[(a)] Find the lifetime of the state.
\item[(b)] Find the cross section $F(\varepsilon)$ in units of the background far from the line, and its peak-to-background ratio.
\item[(c)] Where are the maximum and the minimum?
\item[(d)] The photon energy has a Gaussian spread of 20 meV full width at half maximum (FWHM). Find the recorded profile and its extrema.
\end{enumerate}

\section*{Hints}

\begin{enumerate}
\item[(a)] Eliminate the continuum amplitudes from the time-dependent Schr\"odinger equation. Distinguish the decay of an amplitude from that of a population.
\item[(b)] In the stationary state, dividing by $E-E'$ leaves a delta function with a free coefficient. The equation for the discrete amplitude fixes it.
\item[(c)] Factor the derivative before setting it to zero.
\item[(d)] Write the profile as the real part of a single complex pole, and convolve the pole.
\end{enumerate}

\section*{Solution}

\subsection*{(a) Lifetime}

Let $c_d$ and $c_E$ be the amplitudes in the interaction picture, with $c_d(0)=1$ and $c_E(0)=0$. The continuum is taken to extend far beyond $\Gamma$ on both sides of the line, so energy integrals run over the whole real axis and $\int dE\,e^{-i(E-E_r)(t-t')}=2\pi\delta(t-t')$. For a constant $V$ in such a band the discrete energy is $E_r$; a nearby band edge or an energy-dependent coupling would in general shift the level and also mix continuum amplitude into $\mu_d$, changing $q$. Both effects are absent from this model. The equations are
\begin{equation}
\dot c_E=-iVe^{i(E-E_r)t}c_d,\qquad
\dot c_d=-i\int dE\,Ve^{-i(E-E_r)t}c_E .
\end{equation}
Integrate the first and insert it in the second:
\begin{align}
\dot c_d&=-V^2\int_0^t dt'\,c_d(t')\int dE\,e^{-i(E-E_r)(t-t')}\nonumber\\
&=-2\pi V^2\int_0^t dt'\,\delta(t-t')\,c_d(t')=-\pi V^2c_d(t).
\end{align}
The last step has a factor $1/2$ because half of the symmetric delta function lies inside the range. Hence $|c_d|^2=e^{-2\pi V^2t}$. The population decays at the rate $\Gamma=2\pi V^2$, and the amplitude at half that rate. The lifetime is $\tau=\hbar/\Gamma$. With $\Gamma=0.001360$ hartree,
\begin{equation}
\tau=\frac{1}{0.001360}\approx735\ \text{atomic units}=17.8\ \text{fs}.
\end{equation}

\subsection*{(b) Profile and peak-to-background ratio}

Write the stationary state at energy $E$ as $a|d\rangle+\int dE'\,b_{E'}|E'\rangle$. The Schr\"odinger equation gives
\begin{equation}
(E-E_r)a=V\int dE'\,b_{E'},\qquad (E-E')b_{E'}=Va .
\end{equation}
With $P$ denoting the principal value, the second equation is solved by
\begin{equation}
b_{E'}=Va\left[\frac{P}{E-E'}+\lambda\,\delta(E-E')\right].
\end{equation}
With the limits of the flat band taken to infinity symmetrically about $E_r$, the principal-value integral vanishes, so $\int b_{E'}dE'=Va\lambda$. The first equation then gives $\lambda=(E-E_r)/V^2$. Since $E-E_r=\Gamma\varepsilon/2=\pi V^2\varepsilon$, this is $\lambda=\pi\varepsilon$.

The state must be normalized to $\delta(E-\bar E)$. The overlap of the states at $E$ and $\bar E$ is
\begin{equation}
a\bar a\left\{1+V^2\left[\frac{\lambda-\bar\lambda}{\bar E-E}+(\pi^2+\lambda^2)\,\delta(E-\bar E)\right]\right\}.
\end{equation}
The term $\pi^2\delta$ comes from the product of the two principal values: the Fourier transform of $P/x$ has constant modulus $\pi$. Because $V^2(\lambda-\bar\lambda)=E-\bar E$, the first term in the bracket contributes $-1$ and cancels the discrete overlap. What remains requires
\begin{equation}
a^2=\frac{1}{V^2(\pi^2+\lambda^2)}=\frac{1}{\pi^2V^2(1+\varepsilon^2)} .
\end{equation}
The transition amplitude is $T=a(\mu_d+\mu_EV\lambda)=a\,\pi V\mu_E(q+\varepsilon)$. The photon energy in the cross section hardly changes across the line, so
\begin{equation}
F(\varepsilon)=\frac{T^2}{\mu_E^2}=\frac{(q+\varepsilon)^2}{1+\varepsilon^2}.
\end{equation}
Far from the line $F\to1$, which is the background. For the peak, subtract $F$ from $1+q^2$:
\begin{align}
1+q^2-F&=\frac{(1+q^2)(1+\varepsilon^2)-(q+\varepsilon)^2}{1+\varepsilon^2}\nonumber\\
&=\frac{1-2q\varepsilon+q^2\varepsilon^2}{1+\varepsilon^2}
=\frac{(1-q\varepsilon)^2}{1+\varepsilon^2}\ge0 .
\end{align}
The largest value is therefore
\begin{equation}
F_{\rm peak}=1+q^2=1+(-2.77)^2=8.67 .
\end{equation}
This ratio refers to the constant background of the model. It is approached slowly, since $F-1\to2q/\varepsilon$: $F$ comes within 5\% of 1 only about 2 eV from the line. Over that range the real helium background itself changes by several per cent, so for a measured spectrum the reference is the background interpolated to $E_r$, not a value read in one wing. Relative to the minimum it would diverge, because $F$ vanishes there.

\subsection*{(c) Positions of the extrema}

The quotient rule gives
\begin{align}
F'&=\frac{2(q+\varepsilon)(1+\varepsilon^2)-2\varepsilon(q+\varepsilon)^2}{(1+\varepsilon^2)^2}
=\frac{2(q+\varepsilon)(1-q\varepsilon)}{(1+\varepsilon^2)^2}.
\end{align}
The maximum is at $\varepsilon=1/q$, where the difference in (b) vanishes. The minimum is at $\varepsilon=-q$, where $F=0$. With $x=\Gamma\varepsilon/2$,
\begin{align}
x_{\max}&=\frac{37}{2(-2.77)}=-6.7\ \text{meV},\\
x_{\min}&=\frac{2.77\times37}{2}=51.2\ \text{meV}.
\end{align}
At the zero, the paths through the discrete state and directly into the continuum cancel. Since $q<0$, this happens above $E_r$. The peak is not at $E_r$ either, so reading $E_r$ off the peak would give a value 6.7 meV too low.

\subsection*{(d) Gaussian instrument}

Let $G(u)=e^{-u^2/2s^2}/(\sqrt{2\pi}\,s)$. It falls to half its height at $u=s\sqrt{2\ln2}$, so the FWHM is $2\sqrt{2\ln2}\,s$ and $s=8.49$ meV. Define
\begin{equation}
\sigma=\frac{2s}{\Gamma}=0.459,\qquad y=\frac{1}{\sqrt2\,\sigma}=1.540,\qquad z=y(\varepsilon+i).
\end{equation}
Expanding $(q+\varepsilon)^2=(1+\varepsilon^2)+(q^2-1+2q\varepsilon)$ separates the background:
\begin{equation}
F=1+\frac{q^2-1+2q\varepsilon}{1+\varepsilon^2}
=1+\operatorname{Re}\left[(q-i)^2\frac{i}{\varepsilon+i}\right].
\end{equation}
To check the second form, use $i/(\varepsilon+i)=(1+i\varepsilon)/(1+\varepsilon^2)$ and $(q-i)^2=q^2-1-2iq$; the real part of the product of numerators is $q^2-1+2q\varepsilon$.

The recorded profile is $F_c(E)=\int G(u)F(E-u)\,du$. Put $u=\sqrt2\,s\,t$. Then $G\,du=e^{-t^2}dt/\sqrt\pi$, and $\varepsilon$ becomes $\varepsilon-\sqrt2\,\sigma t$, so the pole becomes $iy/(z-t)$. With the Faddeeva function
\begin{equation}
w(z)=\frac{i}{\pi}\int_{-\infty}^{\infty}\frac{e^{-t^2}}{z-t}\,dt,\qquad \operatorname{Im}z>0,
\end{equation}
the convolved pole is $(y/\sqrt\pi)\,\pi w(z)=\sqrt\pi\,y\,w(z)$. Therefore
\begin{equation}
F_c(\varepsilon)=1+\sqrt\pi\,y\operatorname{Re}\left[(q-i)^2w(z)\right].
\end{equation}

At $E_r$ the formula can be evaluated by hand. There $z=iy$, and the part of the integrand odd in $t$ drops out:
\begin{align}
w(iy)&=\frac{y}{\pi}\int_{-\infty}^{\infty}\frac{e^{-t^2}}{y^2+t^2}\,dt
=\frac{y}{\sqrt\pi}\int_0^\infty\frac{e^{-py^2}}{\sqrt{1+p}}\,dp\nonumber\\
&=\frac{2}{\sqrt\pi}\,e^{y^2}\int_y^\infty e^{-v^2}dv=e^{y^2}\operatorname{erfc}(y).
\end{align}
The second form uses $1/(y^2+t^2)=\int_0^\infty e^{-p(y^2+t^2)}dp$ and the Gaussian integral over $t$; the third substitutes $v=y\sqrt{1+p}$. Here $w(iy)=0.3151$, which is real, so
\begin{equation}
F_c(0)=1+1.7725\times1.5402\times6.6729\times0.3151=6.74,
\end{equation}
compared with $F(0)=q^2=7.67$ before convolution. Other values are:

\begin{center}
\begin{tabular}{rcc}
$x$ (meV) & $F$ & $F_c$\\
$-100$ & 2.21 & 2.22\\
$-25$ & 6.01 & 6.13\\
$-10$ & 8.48 & 7.67\\
$10$ & 3.85 & 4.18\\
$25$ & 0.71 & 1.10\\
$50$ & 0.0005 & 0.034\\
$100$ & 0.230 & 0.228
\end{tabular}
\end{center}

For the extrema, differentiate $w$ under the integral and integrate by parts, using $(z-t)^{-2}=\frac{d}{dt}(z-t)^{-1}$:
\begin{align}
w'(z)&=-\frac{i}{\pi}\int\frac{e^{-t^2}}{(z-t)^2}dt
=-\frac{i}{\pi}\int\frac{2t\,e^{-t^2}}{z-t}dt\nonumber\\
&=-2zw(z)+\frac{2i}{\sqrt\pi},
\end{align}
where the last step writes $t=z-(z-t)$. Since $dz/d\varepsilon=y$, the condition $F_c'=0$ becomes
\begin{equation}
\operatorname{Re}\left[(q-i)^2\left(\frac{i}{\sqrt\pi}-zw(z)\right)\right]=0 .
\end{equation}
At large $|z|$, $w\to i/(\sqrt\pi z)$, so $F_c-1\to2q/\varepsilon$. For $q<0$ the profile thus approaches 1 from above on the left and from below on the right, which guarantees a maximum and a minimum. A numerical search over $|\varepsilon|\le40$ finds one of each:
\begin{align}
x_{\max}&=-9.3\ \text{meV},& F_c&=7.67,\\
x_{\min}&=55.0\ \text{meV},& F_c&=0.024 .
\end{align}
The peak is lower because $F_c$ averages values that do not exceed $1+q^2$. The zero is filled in because the average of a non-negative function that vanishes at one point is positive.

Convolving the cross section describes an optically thin sample. In a thick one the transmitted intensity, exponential in the cross section, must be averaged instead. The numerical check checks the decay law and $F$ by diagonalizing a discrete state in a finite band, and $F_c$ by direct quadrature.

\section*{Variation 1: a narrow instrument}

\emph{Find the leading corrections for small $\sigma$ and apply them to a FWHM of 10 meV.}

Averaging the Taylor series of $F$ over the Gaussian gives $F_c=F+\tfrac12\sigma^2F''+O(\sigma^4)$. An extremum at $\varepsilon_0$ moves by $\delta$, where $F''\delta+\tfrac12\sigma^2F'''=0$, so $\delta=-\sigma^2F'''/(2F'')$. Let $A=1+q^2$, and let $\eta$ be the distance from the bare extremum. Expanding $F$ near the zero, and $A-F$ from part (b) near the peak, gives
\begin{align}
\text{zero:}\quad F&=\frac{\eta^2}{A-2q\eta+\eta^2}=\frac{\eta^2}{A}+\frac{2q\eta^3}{A^2}+\dots\\
\text{peak:}\quad F&=A-\frac{q^2\eta^2}{A/q^2+2\eta/q+\eta^2}
=A-\frac{q^4\eta^2}{A}+\frac{2q^5\eta^3}{A^2}+\dots
\end{align}
At the zero $F''=2/A$ and $F'''=12q/A^2$. At the peak $F''=-2q^4/A$ and $F'''=12q^5/A^2$. Hence
\begin{align}
\varepsilon_{\min}&\approx-q-\frac{3\sigma^2q}{A},&F_{\min}&\approx\frac{\sigma^2}{A},\\
\varepsilon_{\max}&\approx\frac1q+\frac{3\sigma^2q}{A},&F_{\max}&\approx A-\frac{\sigma^2q^4}{A}.
\end{align}
To this order the extrema move apart by equal amounts. For 10 meV, $s=4.247$ meV and $\sigma^2=0.0527$. The shift is $3\times0.0527\times2.77/8.673=0.0505$ in $\varepsilon$, or 0.93 meV. The estimates are $x_{\max}=-7.61$ meV with $F_{\max}=8.32$, and $x_{\min}=52.18$ meV. The full formula gives $-7.50$ meV, 8.35 and 52.18 meV. At 20 meV the estimated peak position is $-10.4$ meV against the full $-9.3$ meV, so the expansion is already poor for the peak position.

\section*{Variation 2: reading $q$ from the peak height}

\emph{What $|q|$ results if the bare relation $F_{\rm peak}=1+q^2$ is applied to a convolved spectrum?}

The apparent value is $q_{\rm app}=\sqrt{F_{c,\max}-1}$. For 20 meV it is $\sqrt{7.674-1}=2.58$, which is 7\% below the true $|q|=2.77$. For other widths:

\begin{center}
\begin{tabular}{rccc}
FWHM (meV) & $x_{\max}$ (meV) & $F_{c,\max}$ & $q_{\rm app}$\\
10 & $-7.5$ & 8.35 & 2.71\\
40 & $-13.6$ & 6.33 & 2.31\\
80 & $-22.8$ & 4.65 & 1.91
\end{tabular}
\end{center}

Since convolution lowers the peak, $q_{\rm app}$ is below $|q|$ for any nonzero width in this model; at 80 meV the deficit is 31\% of $|q|$. This sign holds for the peak-height reading with the background known; a fit of the bare $F$ with free width and background can err in either direction. Fitting $F_c$ recovers $q$ in this model if the instrument is Gaussian and $s$ is known; an error in $s$ passes into both $q$ and $\Gamma$.

\section*{Numbers as computed}
\begin{verbatim}
width Gamma = 37.0 meV = 0.001360 hartree
asymmetry parameter q = -2.77
lifetime = 17.79 fs = 735.4 atomic units of time
peak-to-background ratio = 8.6729
bare maximum: eps = -0.3610, E-E_r = -6.679 meV
bare zero: eps = 2.7700, E-E_r = 51.245 meV
distance from maximum to zero = 57.924 meV
band model: largest deviation from F = 0.0256
band model: survival at 1 lifetimes = 0.3690, exponential = 0.3679
band model: survival at 2 lifetimes = 0.1353, exponential = 0.1353
band model: survival at 3 lifetimes = 0.0496, exponential = 0.0498
main instrument FWHM = 20.0 meV, s = 8.4932 meV
sigma = 0.45909, y = 1.54023, erfcx(y) = 0.31512
at E_r: bare F = 7.6729, convolved F = 6.7406
profile for main width: E-E_r (meV), bare F, convolved F
   -200  1.5647  1.5659
   -100  2.2118  2.2225
    -50  3.6065  3.6851
    -25  6.0101  6.1309
    -10  8.4815  7.6684
      0  7.6729  6.7406
     10  3.8466  4.1845
     25  0.7121  1.0974
     50  0.0005  0.0341
     75  0.0946  0.0959
    100  0.2298  0.2283
    200  0.5485  0.5479
FWHM, s, x_max (meV), F_max, x_min (meV), F_min, apparent |q|
  10  4.247  -7.498  8.3532  52.181  0.0061  2.712
  20  8.493  -9.268  7.6737  55.016  0.0241  2.583
  40  16.986  -13.569  6.3326  66.190  0.0924  2.309
  80  33.973  -22.779  4.6505  99.303  0.2713  1.911
small-width estimates: FWHM, x_max (meV), F_max, x_min (meV), F_min
  10  -7.613  8.3152  52.179  0.0061
  20  -10.415  7.2422  54.981  0.0243
error ratios on halving sigma (eps_max, eps_min, F_max, F_min):
  15.75  15.99  15.87  16.00
\end{verbatim}
